# Molecular transmission of a round tube as long as it is wide

## Problem

During a resist strip, oxygen atoms enter a round via 50 nm wide and 50 nm deep in an organosilicate low-k film. What fraction \(W\) of the entering atoms reaches the floor at least once?

A first arrival does not depend on what the floor does next. The floor can therefore be replaced by an open end, and \(W\) is the transmission probability of a straight tube of radius \(a\) and length \(L=2a\). The assumptions are these.

- Gas strikes the mouth with uniform flux \(\nu_0\) (molecules per area and time) and cosine-law directions.
- Molecules do not collide with each other inside the tube.
- The wall returns every molecule, with a direction drawn afresh from the cosine law.
- The flow is steady.

The problem is classical and purely geometrical: neither \(\hbar\) nor the speed of the molecules enters \(W\). Lengths in the algebra are measured in units of \(a\), so the case asked for is \(L=2\).

## First estimate by scaling

In a long tube a molecule makes a random walk along the axis with steps of order one radius. A walker that starts one step inside the mouth reaches the far end before returning with a probability of order \(1/L\). Hence \(W\approx c/L\). The coefficient \(c\) requires the geometry of single flights.

**Wall to wall.** The cosine law sends a molecule from a surface point to an element \(dA'\) at distance \(r\) with probability \(\cos\theta\cos\theta'\,dA'/(\pi r^2)\), the angles being measured from the two normals. For wall points \((1,0,0)\) and \((\cos\phi,\sin\phi,s)\), \(r^2=s^2+2-2\cos\phi\) and both cosines equal \((1-\cos\phi)/r\). With \(dA'=d\phi\,ds\) and \(q=1+s^2/2\), the probability per unit axial length is

\[
K(s)=\frac1\pi\int_0^{2\pi}\frac{(1-\cos\phi)^2}{(s^2+2-2\cos\phi)^2}d\phi
=\frac1{4\pi}\int_0^{2\pi}\Big(1-\frac{q-1}{q-\cos\phi}\Big)^2d\phi .
\]

The integral of \(1/(q-\cos\phi)\) over a turn is \(2\pi/\sqrt{q^2-1}\). Minus its derivative with respect to \(q\) gives \(2\pi q/(q^2-1)^{3/2}\) for the squared denominator. Expanding the square,

\[
K=\frac12-\frac{q-1}{\sqrt{q^2-1}}+\frac{q(q-1)^2}{2(q^2-1)^{3/2}} .
\]

Let \(R=\sqrt{s^2+4}\). Then \(\sqrt{q^2-1}=sR/2\), the second term is \(s/R\), and the third is \(s(s^2+2)/(2R^3)\). Over the common denominator \(2R^3\),

\[
K(s)=\frac12\Big[1-\frac{s(s^2+6)}{R^3}\Big].
\]

**Wall to disc.** Let \(E(s)\) be the chance that a molecule leaving the wall crosses, in that same flight, a cross-section at axial distance \(s\). In an endless tube such a molecule next hits the wall beyond \(s\), so \(E(s)=\int_s^\infty K\,dt\). Since

\[
\frac{d}{ds}\frac{s^2+2}{R}=\frac{2s(s^2+4)-s(s^2+2)}{R^3}=\frac{s(s^2+6)}{R^3},
\]

we have

\[
E(s)=\frac12\Big[\frac{s^2+2}{R}-s\Big],\qquad E(0)=\frac12 .
\]

It vanishes at infinity as required, because \((s^2+2)^2/R^2=s^2+4/R^2\).

**Disc to disc.** Let \(F(s)\) be the fraction of entering molecules that cross a section at depth \(s\) without touching the wall. A fraction \(-F'(s)ds\) first hits the ring between \(s\) and \(s+ds\). The flight formula is symmetric in its two elements, so area times fraction is the same both ways: \(\pi(-F'ds)=2\pi\,ds\,E(s)\). Thus \(F'=-2E\), and with \(F(0)=1\)

\[
F(s)=1+\frac{s^2}2-\frac{sR}2=\Big(\frac{R-s}2\Big)^2 ,
\]

because the derivative of \(sR/2\) is \((s^2+2)/R\).

**The coefficient.** Let \(\nu(x)\) be the flux striking, and leaving, the wall at depth \(x\). Far from the ends a linear profile is steady, because \(K\) is even in the displacement and integrates to one. To leading order in \(1/L\) it falls from \(\nu_0\) at the mouth to zero at the far end: \(\nu=\nu_0(1-x/L)\). The net flow through a cross-section is the flow from the wall behind it minus that from the wall ahead. Extending the wall to infinity on both sides,

\[
2\pi\int_0^\infty E(s)\,[\nu(x-s)-\nu(x+s)]\,ds=\frac{4\pi\nu_0}{L}\int_0^\infty sE\,ds .
\]

Integration by parts turns the last integral into \(\tfrac12\int_0^\infty F\,ds\). With \(s=2\sinh t\), \(F=e^{-2t}\) and \(ds=(e^t+e^{-t})dt\), so \(\int_0^\infty F\,ds=1+\tfrac13=\tfrac43\), and the moment of \(E\) is \(\tfrac23\). Dividing by the entering flow \(\pi\nu_0\),

\[
W_{\rm long}=\frac{8}{3L}\;\longrightarrow\;\frac{8a}{3L}\quad\text{in ordinary units.}
\]

For \(L=2\) this is \(4/3=1.33\). A probability cannot exceed one, so the estimate has been carried outside its range.

A simple repair adds the resistance of the mouth to that of the tube: \(1/W=1+3L/8\). It tends to the right values for \(L\to0\) and \(L\to\infty\) and gives 0.571 here, but nothing in it controls the error in between.

## Exact solution

### The integral equation

Let \(w(x)\) be the probability that a molecule leaving the wall at \(x\) eventually goes out at the far end. It either does so in its next flight or hits the wall again at some \(y\) and starts afresh. This is Clausing's equation:

\[
w(x)=E(L-x)+\int_0^L K(|x-y|)\,w(y)\,dy .
\]

An entering molecule passes straight through or first hits the wall at \(x\) with density \(2E(x)\), so

\[
W=F(L)+2\int_0^L E(x)\,w(x)\,dx .
\]

The integral of \(K\) over the tube wall is

\[
\int_0^L K(|x-y|)dy=\big[\tfrac12-E(x)\big]+\big[\tfrac12-E(L-x)\big]=1-E(x)-E(L-x).
\]

It is below one, so the solution is unique. Inserting \(1-w\) shows that it obeys the same equation with source \(E(x)\), which is the mirror image of the original. Hence \(w(L-x)=1-w(x)\).

Write \(w=\tfrac12+u\), with \(u\) odd about the middle, and let \(Ku\) stand for the function \(\int_0^LK(|x-y|)\,u(y)\,dy\). Then

\[
u-Ku=g,\qquad g(x)=\tfrac12[E(L-x)-E(x)] .
\]

In \(W\), the constant part contributes \(\int_0^LE\,dx=\tfrac12[1-F(L)]\). Because \(u\) is odd, \(\int Eu\,dx=\tfrac12\int[E(x)-E(L-x)]u\,dx=-\langle g,u\rangle\), where \(\langle f,h\rangle=\int_0^L fh\,dx\). Therefore

\[
W=\tfrac12[1+F(L)]-2\langle g,u\rangle .
\]

### Two bounds

Let \(A=1-K\). Differentiation gives \(K'(s)=-12/R^5<0\), so \(E\), whose slope is \(-K\), is convex, and \(E(x)+E(L-x)\ge2E(L/2)\). From \(2|f(x)f(y)|\le f(x)^2+f(y)^2\) and the integral of \(K\) above,

\[
\langle f,Af\rangle\ge\lambda\langle f,f\rangle,\qquad \lambda=2E(L/2)>0 .
\]

Take a trial function \(\beta v\) for \(u\), with error \(e=u-\beta v\) and residual \(r=g-\beta Av=Ae\). Expanding \(\langle e,Ae\rangle\) with \(Au=g\),

\[
\langle g,u\rangle=2\beta\langle g,v\rangle-\beta^2\langle v,Av\rangle+\langle e,Ae\rangle .
\]

The first two terms are largest for \(\beta=\langle g,v\rangle/\langle v,Av\rangle\), where they sum to \(\langle g,v\rangle^2/\langle v,Av\rangle\). The last term is not negative. It also obeys \(\lambda\|e\|^2\le\langle e,r\rangle\le\|e\|\|r\|\), so \(\|e\|\le\|r\|/\lambda\) and \(\langle e,Ae\rangle\le\|r\|^2/\lambda\). Hence

\[
W_+-\frac{\langle r,r\rangle}{E(L/2)}\le W\le W_+,\qquad
W_+=\frac{1+F(L)}2-\frac{2\langle g,v\rangle^2}{\langle v,Av\rangle}.
\]

### Length equal to diameter

For \(L=2\) the simplest odd trial function is \(v=x-1\), a straight line with its slope left free. Here \(F(2)=3-2\sqrt2\).

The first integral follows from \(E=-F'/2\) and integration by parts:

\[
\langle g,v\rangle=-\int_0^2E\,(x-1)dx=\tfrac12\Big[F(2)+F(0)-\int_0^2F\,ds\Big].
\]

With \(\int_0^2F\,ds=2+\tfrac43-\tfrac16[R^3]_0^2=\tfrac{14}3-\tfrac{8\sqrt2}3\),

\[
\langle g,v\rangle=\tfrac12\Big[4-2\sqrt2-\tfrac{14}3+\tfrac{8\sqrt2}3\Big]=\frac{\sqrt2-1}3=0.138071 .
\]

For the second, \(\langle v,v\rangle=\tfrac23\), and pairs of points at separation \(s\) contribute through

\[
C(s)=\int_0^{2-s}(x-1)(x+s-1)dx=\tfrac23-s+\tfrac{s^3}6 .
\]

Each separation occurs in two orders and \(K=F''/2\), so \(\langle v,Kv\rangle=\int_0^2F''C\,ds\). We integrate by parts twice, using \(C(2)=0\), \(F'(0)=-1\), \(C'(0)=-1\), \(C'(2)=1\) and \(C''=s\):

\[
\langle v,Kv\rangle=\tfrac23-[F(2)+1]+\int_0^2sF\,ds .
\]

The remaining integral is \(2+2-\tfrac12\int_0^2s^2R\,ds\). The substitution \(s=2\sinh t\) makes \(s^2R\,ds=2(\cosh4t-1)dt\). The upper limit is \(T=\ln(1+\sqrt2)\), where \(\sinh4T=12\sqrt2\), so \(\int_0^2s^2R\,ds=6\sqrt2-2T\). Then

\[
\langle v,Av\rangle=1+F(2)-(4-3\sqrt2+T)=\sqrt2-\ln(1+\sqrt2)=0.532840 .
\]

The upper bound is therefore

\[
W_+=2-\sqrt2-\frac29\,\frac{(\sqrt2-1)^2}{\sqrt2-\ln(1+\sqrt2)}\approx0.58579-0.07155\approx0.5142 .
\]

The residual, integrated numerically, has \(\langle r,r\rangle=4.886\times10^{-7}\). Divided by \(E(1)=0.170820\), it puts the lower bound only \(2.9\times10^{-6}\) below the upper one. Rounded outward,

\[
0.514228<W<0.514232 .
\]

For the value itself, \(w\) was expanded in 24 Legendre polynomials and Clausing's equation imposed at 24 Gauss points. This gives

\[
W=0.5142305 .
\]

Random flights drawn directly from the cosine law, 600,000 of them, gave \(0.5145\pm0.0006\) (one standard error), in agreement.

The solved \(w\) rises from 0.242 at the mouth to 0.758 at the far end; the straight line starts at 0.241. A molecule leaving the wall right beside the mouth still has almost one chance in four of going through.

## Comparison of the two

The wall flux obeys \(\nu(x)=\nu_0E(x)+\int K\nu\,dy\), the equation already found for \(1-w\), so \(\nu/\nu_0=1-w\). The net flow through the middle plane, in units of the entering flow, is then

\[
W=F(L/2)+2\int_0^{L/2}E(s)\,[w(\tfrac L2+s)-w(\tfrac L2-s)]\,ds .
\]

For \(L=2\) the two terms are \(0.38197+0.13226=0.51423\). The long-tube law changes this expression in three ways.

1. It drops the direct beam, 0.382, which is most of the flow through the middle plane. (At the far end the direct part is only \(F(2)=0.172\), one third of the flow.)
2. It gives \(w\) the slope \(1/L=0.5\). The fitted slope is \(\beta=0.259\), so this overstates the wall term by a factor 1.9.
3. It extends the wall to infinity. The moment \(\int sE\,ds\) is 0.127 up to \(L/2\) and 0.667 to infinity, a factor 5.2.

With a linear \(w\) the wall term is \(4\times0.259\times0.127=0.132\); the long-tube law makes it \(4\times0.5\times0.667=1.33\). Changes 1 and 3 are really one substitution. Since \(F'=-2E\), the direct beam equals \(2\int_{L/2}^\infty E\,ds\), the flow that absent wall would send if it were held at \(\nu_0\) behind the mouth and at zero beyond the far end. The law instead continues the sloping line, above \(\nu_0\) on one side and below zero on the other, and so credits that region with 1.079 in place of 0.382. This excess of 0.697 is the largest error; the wrong slope on the real wall adds 0.122.

The law recovers as the tube lengthens. The ratio \(W/W_{\rm long}\) is 0.386 at \(L/a=2\), 0.820 at 20 and 0.971 at 200. Even at ten diameters the law is too high by 22% of the true value.

The opposite limit follows from the same formula. For \(L\to0\), \(F\approx1-L\), while \(g\) and \(u\) are of order \(L\), so \(\langle g,u\rangle\) is of order \(L^3\). Hence \(W\approx1-L/2\): a fraction \(L\) of the molecules hits the wall, and half of these turn back. The series-resistance formula starts as \(1-3L/8\), with the right value but too small a slope. At \(L=2\) its 0.571 is 11% above the solution.

## The via

Take a gas temperature of 400 K and a total pressure of 50 mTorr, of which one tenth is atomic oxygen. These are rough figures for a strip plasma, not data for a particular reactor. With partial pressure \(p_{\rm O}=5\) mTorr and atomic mass \(m=15.999\) u, the flux at the mouth is

\[
\nu_0=\frac{p_{\rm O}}{\sqrt{2\pi mk_BT}}\approx2.2\times10^4\ \text{nm}^{-2}\,\text{s}^{-1}.
\]

Averaged over the floor, first arrivals amount to \(0.514\,\nu_0\approx1.1\times10^4\) nm\(^{-2}\) s\(^{-1}\), or \(1.1\times10^{18}\) cm\(^{-2}\) s\(^{-1}\). The flux is not uniform: it falls from about \(0.57\,\nu_0\) on the central fifth of the floor area to about \(0.45\,\nu_0\) on the outer fifth. The long-tube law would give \(2.9\times10^4\) nm\(^{-2}\) s\(^{-1}\), more than enters.

**Gas collisions.** Fill the tube with gas of uniform density \(n\) and speed \(c\), fed from both ends. The path travelled per unit time is \(n\pi Lc\), and \(2\pi nc/4\) molecules enter per unit time, so the mean path per visit is \(2L\), here 100 nm. For a collision diameter of 0.35 nm (rough) the mean free path is about \(1.5\times10^6\) nm. A visit therefore involves about \(7\times10^{-5}\) collisions, which is negligible.

**Wall loss.** Let each wall hit remove the atom with probability \(\gamma\). An entering molecule makes \(2(1-w)dx\) hits in \(dx\), and removal there forfeits a chance \(w\) of getting through. For small \(\gamma\),

\[
\frac{dW}{d\gamma}=-2\int_0^Lw(1-w)\,dx=-0.910\quad(L=2).
\]

Solving the equation with loss included gives \(W=0.505\) for \(\gamma=0.01\) and 0.436 for \(\gamma=0.1\), reductions of 2% and 15%. In a long tube \(w\approx x/L\), so the slope is \(-L/3\) and the relative reduction is \(\gamma L^2/8\). At ten diameters (\(L=20\)), where the long-tube forms are only a rough guide, this estimate gives \(50\gamma\); the solved equation gives \(67\gamma\) initially, and a loss of 0.01 per hit lowers \(W\) by 44%, no longer a small correction.

**Other effects.** If one tenth of the wall hits are mirror reflections, random flights give \(W=0.548\), 7% higher. Confining the atom's centre to a tube narrower by 0.35 nm lowers the fraction, referred to the nominal opening, to 0.505 at unchanged depth, or to 0.506 if the depth is also shortened by the atom's radius.

**The floor.** An absorbing floor receives 0.514 hits per entering atom. A floor that returns every atom by the cosine law receives one on average, counting repeats, because a closed via without loss fills until every surface receives \(\nu_0\). Random flights gave 0.996, with a standard error of about 0.002. The first-arrival fraction is the same in both cases.

In a real low-k via the assumption most open to doubt is the inert wall. Oxygen atoms attack the methyl groups of organosilicate films, and the loss per hit depends on the film and its treatment. The values 0.01 and 0.1 show the sensitivity and are not measurements. Real vias may also be tapered, have porous walls, or be deeper than they are wide. The value 0.514 belongs to a straight, diffusely reflecting, lossless via of aspect ratio one. The numerical output below lists the inputs and the main values used.

## Calculated quantities

```
Tube length / radius: 2.0
F(L), direct through both ends: 0.171573
E(L/2), mid-wall to one end: 0.170820
<g,v>: 0.138071
<v,Av>: 0.532840
Trial slope beta (per radius): 0.25912
Residual <r,r>: 4.886e-07
Lower bound on W: 0.5142287
Upper bound on W: 0.5142315
W, collocation solution: 0.5142305
W, Monte Carlo: 0.5145 +- 0.0006
w at entrance, solved: 0.24238
w at entrance, linear trial: 0.24088
w at exit, solved: 0.75762
Long-tube law 8/(3L): 1.3333
Series-resistance formula: 0.5714
Middle plane, direct beam F(L/2): 0.38197
Middle plane, net from walls: 0.13226
Integral of s E(s), 0 to infinity: 0.66667
Integral of s E(s), 0 to L/2: 0.12732
W / long-tube law at L/a = 2: 0.386
W / long-tube law at L/a = 20: 0.820
W / long-tube law at L/a = 200: 0.971
Mean wall hits per molecule, Monte Carlo: 1.997
Mean path / radius, Monte Carlo: 3.997
Via width: 50 nm
Via depth: 50 nm
Gas temperature: 400 K
Total pressure: 50 mTorr
Atomic oxygen share: 0.10
Oxygen atom mass: 15.999 u
O flux at mouth: 2.196e+04 per nm2 per s
O first-arrival flux at floor: 1.129e+04 per nm2 per s
Long-tube floor flux: 2.927e+04 per nm2 per s
dW/d(loss per hit) at zero loss: -0.9104
W with loss 0.01 per hit: 0.5053
W with loss 0.1 per hit: 0.4355
W with 0.1 specular, Monte Carlo: 0.5479
Floor hits per atom, inert floor: 0.996
Collision diameter: 0.35 nm
Mean free path: 1.52e+06 nm
Gas collisions per visit: 6.6e-05
W with finite atom size: 0.5054
```
